Implicit differentiation of a surface-potential transistor model, compared with finite differences

**1. Definitions and conventions**

An n-channel MOSFET has width W, length L, gate capacitance per area Cox and uniform acceptor density N. Terminal voltages VG, VD, VS are measured from the body. Write v = VG − VFB, with VFB the flat-band voltage, φt = kT/e for the thermal voltage, and 2φF = 2φt ln(N/ni). The surface potential ψ takes the value ψ0 at the source end and ψL at the drain end. The electron quasi-Fermi potential V is constant with depth; it equals VS at the source and VD at the drain.

The model assumes a gradual channel, Boltzmann statistics, constant mobility μ, a thin sheet of inversion charge, and charges that follow the voltages without delay. It is used from depletion to inversion, where ψ is well above φt. Set

C = Cox W L,  β = μ Cox W/L,  γ = √(2eεsN)/Cox,

where εs is the permittivity of silicon. Charges per area are divided by Cox and so appear in volts.

The task is to find the derivatives of the drain current I and the terminal charges with respect to VG, VD and VS. Raising all four terminals together changes nothing, so the derivative with respect to the body voltage is minus the sum of these three.

**2. The implicit equation**

With y the depth, the electron density is N exp[(ψ−2φF−V)/φt] and the hole density is N exp(−ψ/φt). Multiplying Poisson's equation by 2dψ/dy and integrating from the neutral body, where ψ and its slope vanish, gives

(dψ/dy)² = (2eN/εs) ∫₀^ψ [1 − e^(−u/φt) + e^((u−2φF−V)/φt)] du.

The first two terms integrate to ψ − φt + φt e^(−ψ/φt). For ψ ≫ φt the last exponential is dropped, as is the small lower limit of the electron term. Gauss's law equates εs|dψ/dy| to Cox(v−ψ). The positive root, appropriate to v > ψ, is

F(ψ; v, V) = v − ψ − γS = 0,
S² = ψ − φt + φtE,
E = exp[(ψ−2φF−V)/φt].

Since ∂(φtE)/∂ψ = E, we have ∂S/∂ψ = (1+E)/(2S). Define

k = γ(1+E)/(2S).

Then ∂F/∂ψ = −(1+k) < −1. F falls steadily from a positive value near ψ = φt, at the biases used here, to negative values at large ψ. The root is therefore unique. By the mean value theorem, an approximate root with residual F has an error no larger than |F|.

Newton's step is ψ → ψ + F/(1+k). A practical start is an upper bound on the root at which the exponential is still moderate; from the one below, the iteration converged at every bias tested. Because S ≥ √(ψ−φt), the root lies below the solution ψw of v−ψ = γ√(ψ−φt). With φ = 2φF+V, a root above φ also obeys γ²φtE < (v−φ)², hence

ψ < φ + φt ln[(v−φ)²/(γ²φt)].

The start is the smaller of ψw and this second bound, with the logarithm replaced by zero where it is negative or where v ≤ φ.

**3. Derivatives at one channel end**

Along the solution F stays zero, so F_ψ dψ + F_v dv + F_V dV = 0. Here F_v = 1. Since ∂S/∂V = −E/(2S), F_V = +γE/(2S). Thus

ψ_v = 1/(1+k),
ψ_V = [γE/(2S)]/(1+k).

No new root is needed: E, S and k are available at the old one. In strong inversion ψ_V is close to one, and the difference needed below is best written as

ψ_V − 1 = −[1+γ/(2S)]/(1+k).

The total semiconductor charge is γS. With B = √(ψ−φt), the charge sheet assigns γB to depletion and leaves for the electrons

q = γ(S−B) = γφtE/(S+B).

The second form follows from S²−B² = φtE and does not subtract nearly equal numbers when q is small. To differentiate it safely, square q+γB = γS:

q² + 2γBq = γ²φtE.

Its differential is

2(q+γB)dq + 2γq dB = γ²E(dψ−dV).

Insert dB = dψ/(2B) and q+γB = γS, then divide by 2γS:

dq = [γE(dψ−dV) − q dψ/B]/(2S).

For a gate variation dV = 0 and dψ = ψ_v; this gives q_v. For a channel variation dV = 1 and dψ = ψ_V; this gives q_V. Differentiating q = v−ψ−γB instead gives

q_v = 1 − [1+γ/(2B)]ψ_v.

This is algebraically equal but numerically different. At VG = 0 and V = 1 V, E is about 10⁻²¹, far below the spacing of double-precision numbers near one. The subtractive form then has relative error 1.0, which means no correct digit, while the other form has error 7·10⁻¹⁵.

**4. Current and charges**

Drift and diffusion give I dx = μWCox(q dψ − φt dq), with x measured from the source. Replace q(ψ) by the chord joining its end values, of slope −α. Both ends share the same v, so

q0−qL = ψL−ψ0 + γ(BL−B0).

Because BL²−B0² = ψL−ψ0, division by ψL−ψ0 gives

α = 1 + γ/(B0+BL).

Let Δ = (q0−qL)/α = ψL−ψ0, qm = (q0+qL)/2 and H = qm/α+φt. Let u be ψ measured from the midpoint ψm = (ψ0+ψL)/2. Then q = qm−αu and q+αφt = α(H−u). Integrating over the channel, where the term odd in u vanishes, gives

I = βαHΔ = βH(q0−qL).

The same relation locates each potential along the channel:

dx/L = (H−u)du/(HΔ), −Δ/2 ≤ u ≤ Δ/2.

The mean of u over position is −Δ²/(12H), since ∫u²du = Δ³/12. With T = Δ²/(12H), the mean inversion and gate charges are

qI = qm + αT,
qG = v − ψm + T.

The Ward–Dutton partition assigns to the drain the weight ξ = x/L. Integration from the source end gives

ξ = a + u/Δ − u²/(2HΔ),  a = 1/2 + Δ/(8H).

Write q = α(H−u) − αφt and use ∫ξdξ = 1/2. Then qD = αJ − αφt/2, where J = ∫ξ(H−u)²du/(HΔ). The even part of (H−u)²ξ is

aH² + u²[a−5H/(2Δ)] − u⁴/(2HΔ).

With ∫u⁴du = Δ⁵/80,

J = aH + [Δ²/(12H)][a−5H/(2Δ)] − Δ³/(160H²)
 = H/2 − Δ/12 + Δ²/(24H) + Δ³/(240H²).

Since α(H−φt) = qm, this gives, with r = Δ/H,

qD = qm/2 − αΔw/12,  w = 1 − r/2 − r²/20.

The terminal charges are QG = C qG, QD = −C qD, QS = −C(qI−qD) and, by neutrality, QB = −QG−QD−QS.

**5. Carrying the derivatives to the terminals**

For VG, dv = 1 and both ends receive ψ_v and q_v. For VD, only the drain end changes, by ψ_V and q_V. For VS, only the source end changes. For each of the three directions evaluate

dα = −γ(dB0+dBL)/(B0+BL)²,
dΔ = (dq0−dqL−Δdα)/α,
dH = [dqm−(qm/α)dα]/α,
dI = β[(q0−qL)dH + H(dq0−dqL)],
dT = (2ΔdΔ−Δ²dH/H)/(12H),
dqI = dqm + T dα + α dT,
dqG = dv − dψm + dT,
dr = (dΔ−r dH)/H,
dqD = dqm/2 − [Δw dα + αw dΔ − αΔ(1/2+r/10)dr]/12.

These are the product and quotient rules applied to section 4. Nothing in them divides by Δ, so equal drain and source voltages need no special case.

**6. A worked bias**

Take φt = 0.02585 V, γ = 0.4221 √V, VFB = −1 V, β = 1294.9 µA/V² and C = 172.7 fF. At VG = 1 V, VD = 0.3 V, VS = 0, the roots are ψ0 = 1.03663 V and ψL = 1.30830 V.

At the source B0 = 1.0054 and S0 = (2−1.03663)/0.4221 = 2.282, in √V. Then φtE = S0²−B0² = 4.20 V, E = 162 and k = 15.1, so ψ_v = 1/16.1 = 0.0621. The gate hardly moves the surface potential because the inversion layer screens it. The charge slope is q_v = 0.9249. The same steps at the drain give BL = 1.1325 √V, ψ_v = 0.1232 and q_v = 0.8539.

The end charges are q0 = 0.5390 V and qL = 0.2137 V. Hence α = 1.1974, H = 0.3401 V, and

I = 1294.9 × 0.3401 × 0.3253 = 143.3 µA.

For the transconductance gm = ∂I/∂VG, dα = −0.00787 per volt, dH = 0.7448 and dq0−dqL = 0.0710, so

gm = 1294.9(0.3253×0.7448 + 0.3401×0.0710) = 345 µA/V.

In the off state the formulas reduce to a simple law. If q is small and qL negligible, I ≈ βφtq0 with q0 ≈ γφtE/(2B0). Its logarithmic slope in ψ is 1/φt−1/(2B0²), and ψ_v ≈ 1/n with n = 1+γ/(2B0). Thus

gm/I ≈ [1/φt − 1/(2B0²)]/n.

At VG = 0, VD = 1 V, B0 = 0.798 √V and n = 1.264, giving 30.0 V⁻¹. With I = 1.969·10⁻⁵ µA this is 5.90·10⁻⁴ µA/V, as the full differentiation gives.

**7. Error of difference quotients**

Let ε be the relative noise in a computed current. Expanding I(VG±h) in a central difference cancels the even terms and leaves h²I'''/6. Two current errors of size εI, divided by 2h, add at most εI/h. The estimated error is

h²|I'''|/6 + εI/h.

Setting its h-derivative to zero gives

h = (3εI/|I'''|)^(1/3).

A forward difference has error h|I''|/2 + 2εI/h, smallest at h = 2√(εI/|I''|).

In triode I'' = 84.6 µA/V² and I''' = −368 µA/V³. A central step of 1 mV should err by 368·10⁻⁶/6 = 6.1·10⁻⁵ µA/V, or 1.8·10⁻⁷ of gm, as observed. The measured noise is ε = 3.6·10⁻¹⁵. This size is plausible: a rounding error of 10⁻¹⁶ V in ψ changes E by the fraction 10⁻¹⁶/φt, or 4·10⁻¹⁵. The predicted best central step is 16 µV. These figures, and those below, hold for q evaluated as γφtE/(S+B), which in strong inversion multiplies an error in ψ by about k ≈ 15. The subtractive form v−ψ−γB multiplies it by only about 1.2; at this bias it lowers the noise to 2.6·10⁻¹⁶ and the best central error to about 2·10⁻¹¹, though it fails when q is small.

Errors here are relative to a 50-digit evaluation of the same model, with q obtained by subtraction and the channel integrals by Gauss quadrature. Over 21 gate voltages from 0.99 to 1.01 V, with steps scanned by half decades, the smallest root-mean-square errors of gm are:

central difference: 1.1·10⁻¹⁰, at h = 10 µV;
forward difference: 2.7·10⁻⁸, at h = 0.1 µV;
implicit differentiation: 2.8·10⁻¹⁵.

One step does not suit all derivatives. In saturation the output conductance gds = ∂I/∂VD varies as exp(−VD/φt), so the relative central truncation error is h²/(6φt²), or 2.5·10⁻⁴ at 1 mV. This is the error found at VG = VD = 1 V. At VD = 1.5 V, gds is 2.7·10⁻¹⁵ µA/V on a current near 176 µA. The change in current is below the rounding noise, and no scanned step between 1 nV and 0.1 V recovers a correct digit. The implicit error is 4·10⁻¹⁵.

**8. Roots that are not fully converged**

Suppose the solver leaves an error δ in ψ. The implicit derivative is a smooth function of ψ, so its error is proportional to δ at leading order. A difference quotient instead contains the difference of the root errors at the two displaced biases, multiplied by ∂I/∂ψ and divided by 2h. If these errors are unrelated, as with bisection, a small h magnifies them. If they vary smoothly with bias, as they can after a fixed number of Newton steps, the quotient contains the slope of the error instead, which does not grow as h shrinks. Either method can then be the more accurate one. For six gate voltages from 0.9 to 1.1 V at VD = 0.3 V, with the start of section 2, the root-mean-square error of gm after two steps is 0.8 % for the implicit method and 0.3 % for a 1 mV central difference; after three steps it is 0.008 % and 0.018 %. These values use q = γφtE/(S+B). With the subtractive q and q_v, which are less sensitive to δ in strong inversion, the implicit method is ahead already after two steps, 0.02 % against 0.23 %.

Roots stopped early by bisection show the magnified errors for 41 gate voltages from 0.9 to 1.1 V at VD = 0.3 V. At a tolerance of 10⁻⁶ V, the root-mean-square relative error of gm is 2.6·10⁻⁵ for the implicit method and 1.1·10⁻² for a 1 mV central difference. At 10⁻⁸ V the errors are 1.9·10⁻⁷ and 8.5·10⁻⁵. Both fall roughly in proportion to the tolerance; at this fixed step the implicit error stays roughly 400 times smaller. The factor depends on the form of q: with the subtractive q and q_v the errors at 10⁻⁶ V are about 4·10⁻⁷ and 9·10⁻⁴, a ratio near 2000.

**9. Cost**

Values alone need two roots. A central difference moves both roots for VG but one each for VD and VS, so it needs 2(2+1+1) = 8 more solves; a forward difference needs four. In the comparison the step is 1 mV, each displaced solve starts from the old root, and unchanged roots are kept. Averages over 50 biases, with VG from 0 to 1.8 V and VD from 0.05 to 1.8 V, are:

values only: 7.8 Newton iterations, 20 µs;
implicit: 7.8 iterations, 28 µs;
forward: 20.2 iterations, 65 µs;
central: 32.5 iterations, 101 µs.

All three derivatives of all outputs thus add 37 % to the time of a value evaluation. The central method takes 3.7 times as long as the implicit one. The times belong to this implementation and machine; the numbers of extra solves follow from the model's structure.

**10. What exact differentiation does not repair**

Accurate derivatives also reproduce the model's faults. One appears at VD = VS, where the capacitances C_GD = −∂QG/∂VD and C_DG = −∂QD/∂VG should agree. To see why, consider

Ω = (v−ψ)²/2 + γ∫S(u,V)du,

with the integral running from a fixed lower limit to ψ. Its stationary point in ψ is F = 0. Therefore ∂Ω/∂v = v−ψ, the gate charge, and ∂Ω/∂V = −γ∫E/(2S)du, which is minus the electron charge integrated over depth. Equality of mixed derivatives makes ψ_V equal to the v-derivative of that electron charge. The charge-sheet q is not this integral. From section 3,

C_GD−C_DG = (C/2)(ψ_V−q_v) = (Cγ/4)(1/B−1/S)ψ_v.

At VG = 1 V and VD = VS = 0 this is 0.63 fF: the two values are 80.47 and 79.84 fF. In triode they are 50.7 and 71.9 fF. That larger difference arises with current flowing, when the equilibrium argument no longer applies.

The chord causes a second fault. For qL → 0, the formula for dI gives

gds = β[−φt q_V − q0²α_V/(2α²)],

where q_V and α_V are derivatives with respect to VD. Without the chord only the first term survives at this order. Using α_V = −γψ_V/[2BL(B0+BL)²] and ψ_V/|q_V| → 1/nL, with nL = 1+γ/(2BL), the relative excess is

γq0²/[4α²BL(B0+BL)²nLφt].

In saturation at VG = 1 V this is 12 %, matching the comparison with the unlinearized charge sheet. In triode the chord changes I by 0.13 % and gm by 0.03 %.

The method also depends on the form of the equation. If holes are retained and the equation is squared, its derivatives with respect to ψ and v both vanish at flat band, apart from a negligible electron term, and the quotient becomes in effect 0/0. That bias lies outside the range used here.

**11. The real device**

The example has a 4 nm oxide, doping of 4·10¹⁷ cm⁻³, mobility of 300 cm²/Vs and W/L = 10/2 µm at 300 K. These are rough values for a 180 nm class silicon process, but the channel is much longer than the minimum. In triode the mean drift speed is 4 % of a rough saturation speed of 10⁷ cm/s; the same potential drop over 0.18 µm would give 45 %, and constant mobility would fail. If mobility varies as the −0.3 power of the effective field at the source, and has the stated value at this bias, gm falls by 8.5 %. In a triangular well the lowest quantum state has a mean depth of 1.4 nm, equivalent to 12 % of the oxide thickness (the "added oxide" of the output). The classical electron layer already contained in the Poisson equation has a mean depth of about 0.6 nm, or 5 %, so by this one-state estimate confinement adds about 7 %. That understates the effect. In a self-consistent Schrödinger–Poisson solution with Fermi statistics and both valley sets of (100) silicon, only about 70 % of the electrons occupy the lowest state. The mean depth is then about 1.8 nm, some 10 % of the oxide beyond the classical value, and the same inversion charge needs about 0.11 V more gate voltage, so q at the source falls by about 18 % at VG = 1 V. For a gate doped to 10²⁰ cm⁻³ the depletion approximation gives a drop of 21 mV, but it fails for a drop below φt; keeping the gate's mobile electrons gives about 41 mV with Boltzmann and about 53 mV with Fermi–Dirac statistics. The surface electron density is 2.3 times the conduction-band effective density, so Boltzmann statistics are not accurate there. At 358 K, a T^(−1.5) mobility law alone lowers the current by 23 %. The oxide field, 2.4 MV/cm, is below a rough breakdown field of 10 MV/cm, and estimated gate tunnelling is negligible beside the drain current at this bias: the estimate is about 10⁻¹⁸ A, but it depends exponentially on the barrier and the tunnelling mass and is uncertain by several orders of magnitude. The transit time of 0.48 ns limits the quasi-static charges to slower signals.

The sharpest contrast is in saturation. An estimate of channel shortening gives gds ≈ 5 µA/V at VD = 1 V for an assumed junction depth of 100 nm, and about 4 to 6 µA/V for depths of 50 to 150 nm, against 7·10⁻⁷ µA/V in the model. Nearly fifteen correct digits of the latter describe the equations, not the transistor. The numerical output below gives the remaining values; there the errors of the charge slopes are in units of the gate capacitance C, not coulombs.

Computed values

```
thermal voltage 25.852 mV; 2phiF 0.9050 V
gamma 0.4221 sqrt(V); VFB -1.00 V
beta 1294.92 uA/V^2; gate capacitance C 172.66 fF
off: VG 0.0 VD 1.0 VS 0 V; I 1.969e-05 uA
  gm 0.00059016, gds 1.209e-20 uA/V
  implicit error: current slopes 6.8e-15 (relative), charge slopes 3.9e-17 C
  central 1 mV error: gm 1.5e-04, gds 1.0e+00, charge 2.6e-08 C
triode: VG 1.0 VD 0.3 VS 0 V; I 143.28 uA
  gm 345.03, gds 274.1 uA/V
  implicit error: current slopes 8.2e-16 (relative), charge slopes 1.7e-16 C
  central 1 mV error: gm 1.8e-07, gds 5.2e-07, charge 4.4e-07 C
saturation: VG 1.0 VD 1.0 VS 0 V; I 176.04 uA
  gm 577.55, gds 6.799e-07 uA/V
  implicit error: current slopes 1.8e-15 (relative), charge slopes 1.5e-16 C
  central 1 mV error: gm 5.3e-08, gds 2.5e-04, charge 4.9e-08 C
triode psi0 1.03663, psiL 1.30830, q0 0.53900, qL 0.21370 V
source slopes: dpsi/dVG 0.06208, dpsi/dVS 0.93218, dq/dVG 0.92489
triode charges QG, QD, QS, QB: 146.001, -29.827, -38.890, -77.284 fC
triode C_GG 151.232, C_GD 50.708, C_DG 71.938 fF
VD=VS=0: C_GD 80.474, C_DG 79.844 fF
off drain dq/dVG error: stable 6.7e-15, subtractive 1.0e+00
triode I'' 84.62 uA/V^2, I''' -367.7 uA/V^3
relative noise of I 3.6e-15; predicted best h 1.6e-05 V
  h 1e-01 V: gm error central 1.8e-03, forward 1.1e-02
  h 1e-03 V: gm error central 1.8e-07, forward 1.2e-04
  h 1e-05 V: gm error central 1.1e-10, forward 1.2e-06
  h 1e-07 V: gm error central 1.5e-08, forward 2.7e-08
  h 1e-09 V: gm error central 1.4e-06, forward 2.2e-06
best central 1.1e-10 at h 1.0e-05 V; implicit 2.8e-15
best forward 2.7e-08 at h 1.0e-07 V
gds at VD 1.0 V: 6.799e-07 uA/V; error implicit 1.8e-15, best central 1.1e-05
gds at VD 1.5 V: 2.709e-15 uA/V; error implicit 4.4e-15, best central 1.0e+00
root tolerance 1e-06 V: gm error implicit 2.6e-05, central 1 mV 1.1e-02
root tolerance 1e-08 V: gm error implicit 1.9e-07, central 1 mV 8.5e-05
values only: 7.82 Newton iterations, 20.1 us per bias
implicit: 7.82 Newton iterations, 27.6 us per bias
forward 1 mV: 20.18 Newton iterations, 64.9 us per bias
central 1 mV: 32.54 Newton iterations, 101.0 us per bias
chord error: I 0.131, gm 0.030, saturation gds 12.0 %
oxide field 2.41, effective field 0.58 MV/cm
drift speed/saturation speed 0.041; mobility-field change of gm -8.5 %
confinement energy 121 meV; added oxide 11.6 %
gate depletion (1e20 cm^-3) 20.8 mV; surface density/Nc 2.32
gate tunnelling current estimate 1e-18 A
saturation gds from channel shortening 5.13 uA/V
charge transit time 479.6 ps
mobility factor at 358 K (T^-1.5) 0.767
```
